# Capacitance of two thin coplanar strips by conformal mapping

## The form of the answer

Two perfectly conducting strips of zero thickness and unlimited length lie in the plane $y=0$. One covers $a<x<b$ and has potential $+V/2$; the other covers $-b<x<-a$ and has potential $-V/2$. They carry charges $\pm Q$ per length, and a uniform isotropic dielectric of permittivity $\varepsilon$ fills all space above and below. I want $C=Q/V$.

A capacitance per length has the unit F/m, the unit of $\varepsilon$. Charge is proportional to $\varepsilon$ at fixed potentials, and the only lengths are $a$ and $b$. Hence

$$C=\varepsilon f(k),\qquad k=a/b .$$

Enlarging the whole cross-section changes nothing. The function $f$ remains to be found.

Two symmetries reduce the work. Reflection in $y=0$ leaves the problem unchanged, so $\phi$ is even in $y$. Off the strips, where $\partial\phi/\partial y$ is continuous, it must vanish on $y=0$. Reflection in $x=0$ exchanges the potentials, so $\phi$ is odd in $x$ and tends to zero far away. It is enough to solve Laplace's equation for $y>0$, with $\phi$ given on the strips and $\partial\phi/\partial y=0$ on the rest of the axis.

## Simple case: strips without outer edges

Let $b\to\infty$, leaving two half-planes separated by a gap $2a$. With $z=x+iy$, try

$$w=\arcsin(z/a),\qquad \frac{dw}{dz}=\frac{1}{\sqrt{a^2-z^2}},\qquad \phi=\frac V\pi\,\mathrm{Re}\,w .$$

The real part of an analytic function obeys Laplace's equation, by the Cauchy–Riemann relations. The boundary conditions depend on the phase of the root.

In the gap the root is positive. To pass $z=a$ through the upper half-plane, write $z-a=\rho e^{i\theta}$ and let $\theta$ fall from $\pi$ to $0$. Then $a-z=\rho e^{i(\theta-\pi)}$, whose phase goes from $0$ to $-\pi$. Its square root acquires the factor $-i$, and the reciprocal acquires $+i$. For $x>a$,

$$\frac{dw}{dx}=\frac{i}{\sqrt{x^2-a^2}},\qquad w=\frac\pi2+i\,\mathrm{arcosh}\frac xa .$$

The real part stays at $\pi/2$, so $\phi=V/2$ on the right conductor. By oddness $\phi=-V/2$ on the left one. In general

$$\frac{\partial}{\partial y}\mathrm{Re}\,w=\mathrm{Re}\,(i w')=-\mathrm{Im}\,w' ,$$

which vanishes in the gap, as required.

On the upper face of the right conductor, $E_y=-\partial\phi/\partial y=(V/\pi)/\sqrt{x^2-a^2}$, and the surface charge is $\varepsilon E_y$. The lower face carries the same amount. The charge between $a$ and $c$ is therefore

$$Q(c)=\frac{2\varepsilon V}{\pi}\int_a^c\frac{dx}{\sqrt{x^2-a^2}}=\frac{2\varepsilon V}{\pi}\,\mathrm{arcosh}\frac ca .$$

This grows like $\ln(2c/a)$ without bound. Half-planes have no finite capacitance, so $f(k)$ must diverge as $k\to0$. The outer edges are essential.

## Generalization: finite strips

An outer edge needs a second pair of branch points. I take

$$w(z)=\int_0^z\frac{b\,d\zeta}{\sqrt{(a^2-\zeta^2)(b^2-\zeta^2)}} .$$

For $b\to\infty$ at fixed $z$ this returns $\arcsin(z/a)$. Define the complete elliptic integral by its modulus,

$$K(k)=\int_0^1\frac{ds}{\sqrt{(1-s^2)(1-k^2s^2)}},\qquad k'=\sqrt{1-k^2}.$$

Some tables and numerical routines take $k^2$ as the argument instead.

Follow $w$ along the upper side of the real axis.

**Gap, $0<x<a$.** The integrand is real and positive. With $\zeta=as$,

$$\int_0^a\frac{b\,dx}{\sqrt{(a^2-x^2)(b^2-x^2)}}=\int_0^1\frac{b\,a\,ds}{ab\sqrt{(1-s^2)(1-k^2s^2)}}=K(k).$$

**Strip, $a<x<b$.** Passing $a$ gives the factor $i$ found above, so $w$ moves straight up by

$$\int_a^b\frac{b\,dx}{\sqrt{(x^2-a^2)(b^2-x^2)}} .$$

Set $x^2=b^2(1-k'^2s^2)$. Then

$$b^2-x^2=b^2k'^2s^2,\qquad x^2-a^2=b^2(1-k^2-k'^2s^2)=b^2k'^2(1-s^2),$$

$$dx=-\frac{b\,k'^2 s\,ds}{\sqrt{1-k'^2s^2}} .$$

The point $x=a$ is $s=1$ and $x=b$ is $s=0$; reversing the limits removes the minus sign. The product of the roots is $b^2k'^2s\sqrt{1-s^2}$, so the integral becomes

$$\int_0^1\frac{b^2k'^2s\,ds}{b^2k'^2s\sqrt{1-s^2}\sqrt{1-k'^2s^2}}=K(k').$$

**Outside, $x>b$.** Passing $b$ gives another factor $i$. Since $i^2=-1$, $w$ moves to the left. With $x=b/s$, $dx=-b\,ds/s^2$,

$$\int_b^\infty\frac{b\,dx}{\sqrt{(x^2-a^2)(x^2-b^2)}}=\int_0^1\frac{b^2}{s^2}\,\frac{s^2\,ds}{b^2\sqrt{(1-k^2s^2)(1-s^2)}}=K(k).$$

Starting from $0$, the path goes to $K$, then to $K+iK'$, then to $iK'$ at infinity, where $K'=K(k')$. The negative axis gives the mirror image. The real axis has become a rectangle of width $2K$ and height $K'$. Its vertical sides are the strips; its horizontal sides are the gap and the outer plane. Direct quadrature at $k=1/3$ gives the three lengths 1.61739, 2.52863 and 1.61739, equal to $K$, $K'$ and $K$ to the digits shown.

The potential is that of a parallel-plate capacitor without fringing:

$$\phi=\frac{V}{2K}\,\mathrm{Re}\,w .$$

It equals $\pm V/2$ on the strips. In the gap and outside, $w'$ is real, so $\partial\phi/\partial y=-(V/2K)\,\mathrm{Im}\,w'=0$. At infinity $\mathrm{Re}\,w=0$.

No other solution of finite field energy exists. The difference $\delta$ of two solutions has $\delta=0$ on the strips and $\partial\delta/\partial y=0$ elsewhere on the axis, so $\int|\nabla\delta|^2dA$ reduces to a boundary integral of $\delta\,\partial_n\delta$. This is zero on the axis. It also vanishes on a large arc, because $\delta$ falls at least as $1/r$, and on small arcs around the edges, because $\delta\to0$ there while the field grows no faster than $r^{-1/2}$. Thus $\delta$ is constant, and the constant is zero.

The charge density, summed over both faces of the right strip, is

$$\sigma(x)=2\varepsilon\,\frac{V}{2K}\,\mathrm{Im}\,w'=\frac{\varepsilon V b}{K\sqrt{(x^2-a^2)(b^2-x^2)}} .$$

Its integral was found above, $Q=\varepsilon VK'/K$, and therefore

$$\boxed{C=\varepsilon\,\frac{K(k')}{K(k)},\qquad k=\frac ab.}$$

Each half-space contributes $\varepsilon K'/(2K)$, height over width of the rectangle. The two add in parallel.

## Limits of the result

**Narrow gap, $a\ll b$.** Here $K(k)\to\int_0^1ds/\sqrt{1-s^2}=\pi/2$. For $K'$, split the strip integral at $c$ with $a\ll c\ll b$. Below $c$ the factor $b/\sqrt{b^2-x^2}$ is nearly 1; above $c$, $\sqrt{x^2-a^2}$ is nearly $x$:

$$K'\simeq\int_a^c\frac{dx}{\sqrt{x^2-a^2}}+\int_c^b\frac{b\,dx}{x\sqrt{b^2-x^2}}=\mathrm{arcosh}\frac ca+\mathrm{arcosh}\frac bc\simeq\ln\frac{2c}{a}+\ln\frac{2b}{c}=\ln\frac{4b}{a}.$$

The arbitrary $c$ cancels, and

$$C\simeq\frac{2\varepsilon}{\pi}\ln\frac{4b}{a}.$$

Cutting the half-plane charge off at $c=b$ would have given $\ln(2b/a)$. The missing $\ln2$ is the extra charge that gathers at the outer edge.

**Narrow strips, $k\to1$.** The two moduli exchange roles: $K(k')\to\pi/2$ and $K(k)\to\ln(4/k')$. Hence

$$C\simeq\frac{\pi\varepsilon}{2\ln(4/k')} .$$

With strip width $s_w=b-a$, $k'^2=(b-a)(b+a)/b^2\simeq2s_w/b$, so the denominator is $\ln(16/k'^2)\simeq\ln(8b/s_w)$. Two thin round wires of radius $r$ at distance $D\gg r$, with line charges $\pm\lambda$, have $V=(\lambda/\pi\varepsilon)\ln(D/r)$ and $C=\pi\varepsilon/\ln(D/r)$. Setting $D\simeq2b$ shows that a narrow strip acts like a wire of radius $s_w/4$.

**Equal moduli.** At $k=1/\sqrt2$, $k'=k$ and $C=\varepsilon$.

An independent calculation uses only the potential of line charges. It solves

$$-\frac{1}{2\pi\varepsilon}\int_a^b\sigma(x')\ln\frac{|x-x'|}{x+x'}\,dx'=\frac V2,\qquad a<x<b,$$

numerically for $\sigma$, without the map. To the digits shown, it and the formula give the same $C/\varepsilon$:

| $k$ | $C/\varepsilon$ |
|---|---|
| 0.01 | 3.81427 |
| 0.10 | 2.34682 |
| 0.3333 | 1.56340 |
| 0.70 | 1.00918 |
| 0.99 | 0.47033 |

The narrow-gap expression gives 3.81428 at $k=0.01$, and the narrow-strip expression gives 0.46962 at $k=0.99$.

## Generalization: two media

Let the strips lie on the interface between half-spaces of permittivity $\varepsilon_1$ and $\varepsilon_2$. The same $\phi$ still works. It is continuous, and off the strips its normal derivative is zero on both sides, so the normal displacement is continuous too. Only the face charges change: the factor $2\varepsilon$ in $\sigma$ becomes $\varepsilon_1+\varepsilon_2$. Thus

$$C=\frac{\varepsilon_1+\varepsilon_2}{2}\,\frac{K(k')}{K(k)} .$$

This average requires the interface to coincide with the strip plane.

## Numbers for a pair of thin-film lines

Take lines buried in a polymer of the benzocyclobutene type, with relative permittivity 2.7, gap 4 µm, strip width 4 µm, length 1 mm and voltage 3.3 V. Then $a=2$ µm, $b=6$ µm, and

$$k=\tfrac26=0.33333,\quad k'=0.94281,\quad \frac{K(k')}{K(k)}=\frac{2.52863}{1.61739}=1.5634 .$$

The permittivity is 23.906 pF/m, so

$$C=23.906\times1.5634=37.4\ \text{pF/m}=0.0374\ \text{fF/µm}.$$

The 1 mm pair has 37.4 fF, and the charge at 3.3 V is 123 pC/m. The narrow-gap expression gives $C/\varepsilon=1.582$, about 1.2 % above the formula, although $k$ is not very small.

In the gap, $w'$ gives

$$|E|=\frac{Vb}{2K\sqrt{(a^2-x^2)(b^2-x^2)}} .$$

At the centre this is $V/(2Ka)=0.0051$ MV/cm. At 0.1 µm from the edge it is 0.0172 MV/cm. Both values are for strips of zero thickness; metal 0.2 µm thick raises them by less than 10 %. The field diverges at an edge of zero thickness, so the model cannot supply the peak field at a real metal corner.

If the same strips lie uncovered on thick polymer, the interface rule gives 25.6 pF/m. A polymer cover of 0.04 µm raises this by 1.4 %, and one of 0.02 µm by 0.8 %. The computed values approach the rule as the cover thins.

## What real lines change

The signs of the main corrections follow from an energy argument. At fixed conductor potentials, the true $\phi$ minimizes $U=\frac12\int\varepsilon|\nabla\phi|^2dA$. Adding a variation $\eta$ that vanishes on the conductors gives a cross term $\int\varepsilon\nabla\phi\cdot\nabla\eta\,dA$, which is zero by Gauss's law, plus a non-negative term. The minimum is $\frac12CV^2$. Thicker metal, or a substrate held at zero potential, restricts the allowed functions and cannot lower $C$. With a substrate present, $C=Q/V$ still refers to the drive $\pm V/2$. It is then $C_m+C_g/2$, where $C_m$ is the line-to-line capacitance and $C_g$ the capacitance of each line to the substrate; the bound applies to this sum, not to $C_m$ alone. Replacing polymer by air lowers $U$ for every trial function and cannot raise $C$.

The sizes need computation. For thick metal, its surface is divided into small charged panels whose charges make it an equipotential. For layers, the line-charge equation is supplemented by images. A conductor at depth $h$ gives an image of weight $-1$ at distance $2h$. For an air surface at height $d$, let the image weight be $g$ and let the field in air be that of a charge $\tau$ in vacuum, per unit source charge. Continuity of potential gives $(1+g)/\varepsilon_r=\tau$, and continuity of normal displacement gives $1-g=\tau$. Hence $g=(\varepsilon_r-1)/(\varepsilon_r+1)$. With both layers the images repeat. As a test with strong layer effects, a conductor 4 µm below and air from 2 µm above give $C/\varepsilon=1.6584$ by images and 1.6587 by solving Laplace's equation on two grids and extrapolating to zero step.

Relative to the formula, with all other conditions held fixed, the changes are:

- metal 0.2 µm thick: +5.7 %; metal 0.02 µm thick: +0.8 %;
- perfectly conducting substrate 10 µm below: +3.3 %;
- air from 10 µm above: −1.4 %;
- substrate and air together: +2.4 %.

The last value is not the sum of the separate ones, so the layers influence each other. The small substrate figure hides a large redistribution: with the conductor 10 µm below, $C_m/\varepsilon=0.83$ and $C_g/\varepsilon=1.57$, so the line-to-line part alone is about 47 % below the formula. Thickness and layers were not combined in one calculation.

The permittivity, gap and strip width are rough typical values for thin-film wiring in such a polymer. The 0.2 µm metal is a thin case, chosen to stay close to the model; plated lines are often several micrometres thick. With the same gap and width, metal 2 µm thick already raises $C$ by about 42 % over the formula, so such lines need the thick-metal calculation. The polymer's breakdown strength is roughly a few MV/cm, far above the two gap fields computed here. In the list above, the 0.2 µm metal thickness moves the result most, even though that metal is only one twentieth as thick as the strip is wide. Layers closer to the strips can matter more: with no polymer cover at all, $C$ falls from 37.4 to 25.6 pF/m, as found above. A silicon substrate approaches the assumed conductor only if it conducts well enough at the signal frequency. The outer width is 0.012 of the line length, which suggests small end effects but does not compute them. At 1 GHz the wavelength in the polymer is 182 mm, so the 1 mm line is electrically short. Other neighbouring lines are absent and would need their own capacitance coefficients.

Dense chip wires break the thin-strip assumption much more strongly. Consider an isolated pair in a uniform dielectric, 20 nm wide, 20 nm apart and 40 nm tall, again rough typical dimensions. Its modulus is still $10/30=1/3$, and the formula still gives $C/\varepsilon=1.563$. The panel calculation gives 3.875, larger by a factor 2.48. The facing walls alone, treated as parallel plates, would contribute $40/20=2$, already more than the whole thin-strip value. The height has introduced a third length, and a function of $a/b$ alone can no longer describe the pair. The numerical output gives the values behind these comparisons.

## Computed results

```
relative permittivity (rough typical) = 2.7
gap = 4.0 um, strip width = 4.0 um
a = 2.0 um, b = 6.0 um
metal thickness = 0.2 um, length = 1000 um
voltage = 3.3 V
modulus k = 0.33333, k' = 0.94281
K(k) = 1.61739, K(k') = 2.52863
rectangle sides by quadrature: gap 1.61739, strip 2.52863, outside 1.61739
C/eps, formula = 1.56340
C/eps, integral equation = 1.56340
permittivity eps = 23.906 pF/m
C per length = 37.38 pF/m = 0.0374 fF/um
C of whole line pair = 37.4 fF
charge per length = 123.3 pC/m
C/eps from the integral equation and from the formula:
  k = 0.0100: 3.81427, 3.81427
  k = 0.1000: 2.34682, 2.34682
  k = 0.3333: 1.56340, 1.56340
  k = 0.7000: 1.00918, 1.00918
  k = 0.9900: 0.47033, 0.47033
largest relative difference in this table = 4.4e-16
narrow-gap limit at k = 0.01: 3.81428
narrow-strip limit at k = 0.99: 0.46962
narrow-gap limit for the example = 1.5819
field at mid-gap = 0.0051 MV/cm
field in gap 0.1 um from edge = 0.0172 MV/cm
uncovered strips on polymer: C = 25.61 pF/m
excess over interface rule, cover 0.04 um = 1.43 %
excess over interface rule, cover 0.02 um = 0.79 %
layer test (metal 4 um below, air 2 um above), C/eps: images 1.6584, grid 1.6587
Effects neglected by the formula, change of C:
  metal thickness 0.20 um: +5.7 %
  metal thickness 0.02 um: +0.8 %
  conductor 10 um below: +3.3 %
  air from 10 um above: -1.4 %
  both layers together: +2.4 %
outer width / line length = 0.0120
wavelength in polymer at 1 GHz = 182 mm
line length / wavelength = 0.0055
Dense wires, 20 nm wide, 20 nm apart, 40 nm tall:
  C/eps by panels = 3.875, thin-strip formula = 1.563
  facing walls as parallel plates, C/eps = 2.000
  panels / thin-strip formula = 2.48
```
